# Why a truncated PAW energy is not a variational upper bound: a program that tests the result

```python
"""
Result under test: with truncated partial waves the lowest eigenvalue of the
usual PAW operator can lie BELOW the exact one at a converged smooth basis,
while the full transformed operator T^+ H T keeps the exact value as a bound.

Model (s channel, u(0)=0; lengths in a, energies in hbar^2/(m a^2)):
  H  = -1/2 d^2/dr^2 + V,  V = -3 sech^2 r, exact ground energy E0 = -1/2
  Hs = H - W,  W = depth*(1-r^2/rc^2)^2 inside the sphere r < rc, else 0
  phi    : regular solution of H at a reference energy
  smooth : phi*(1 - soften*(1-r^2/rc^2)^3), the smooth partial wave
  chi    : (reference energy - Hs) smooth, from which projectors p are made
  D, q   : PAW energy and overlap corrections inside the sphere
  R      : part of the smooth state missed by the partial-wave expansion
"""
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy import constants as const

E0 = -0.5
RC = 1.5
BOX = 16.0
NB = 160
EREF = -0.125
DEPTH = 2.0
SOFTEN = 0.3


def potential(r):
    return -3.0 / np.cosh(r)**2


def well_change(r, depth):
    return depth * (1 - (r / RC)**2)**2


def wave(energy, r):
    """Regular solution and its derivative, closed form for this potential."""
    k = np.sqrt(-2 * energy + 0j)
    t = np.tanh(r)
    dt = 1 - t**2
    s, c = np.sinh(k * r) / k, np.cosh(k * r)
    f = (1 - k**2 - 3 * t**2) * s + 3 * t * c
    df = (-6 * t * dt * s + (1 - k**2 - 3 * t**2) * c
          + 3 * dt * c + 3 * t * k**2 * s)
    return f.real, df.real


def partial_set(energy, depth, soften, r):
    """phi, phi', smooth, smooth', chi inside the sphere."""
    f, df = wave(energy, r)
    y = 1 - (r / RC)**2
    g = y**3
    dg = -6 * r / RC**2 * y**2
    d2g = -6 / RC**2 * y**2 + 24 * r**2 / RC**4 * y
    sm = f * (1 - soften * g)
    dsm = df * (1 - soften * g) - soften * f * dg
    chi = well_change(r, depth) * sm - 0.5 * soften * (2 * df * dg + f * d2g)
    return f, df, sm, dsm, chi


def gauss(lo, hi, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


r_in, w_in = gauss(0, RC, 200)
r_out, w_out = gauss(RC, BOX, 700)
r_all = np.concatenate([r_in, r_out])
w_all = np.concatenate([w_in, w_out])
NIN = len(r_in)
k_n = np.arange(1, NB + 1) * np.pi / BOX
basis = np.sqrt(2 / BOX) * np.sin(np.outer(k_n, r_all))
dbasis = np.sqrt(2 / BOX) * k_n[:, None] * np.cos(np.outer(k_n, r_all))
b_in = basis[:, :NIN]
H_AE = np.diag(k_n**2 / 2) + (basis * (w_all * potential(r_all))) @ basis.T


def make_paw(energies, depth, soften):
    parts = [partial_set(e, depth, soften, r_in) for e in energies]
    f, df, sm, dsm, chi = [np.array(x) for x in zip(*parts)]
    B = (sm * w_in) @ chi.T
    p = np.linalg.inv(B).T @ chi
    q = (f * w_in) @ f.T - (sm * w_in) @ sm.T
    v = potential(r_in)
    vs = v - well_change(r_in, depth)
    # D from its definition; equal boundary terms cancel in the difference
    D = (0.5 * (df * w_in) @ df.T + (f * w_in * v) @ f.T
         - 0.5 * (dsm * w_in) @ dsm.T - (sm * w_in * vs) @ sm.T)
    assert np.allclose(D, q * np.array(energies)[None, :] + B, atol=1e-8)
    P = (b_in * w_in) @ p.T
    H = H_AE - (b_in * (w_in * well_change(r_in, depth))) @ b_in.T
    H = H + P @ D @ P.T
    S = np.eye(NB) + P @ q @ P.T
    return dict(f=f, df=df, sm=sm, dsm=dsm, chi=chi, B=B, p=p, q=q,
                D=D, P=P, H=(H + H.T) / 2, S=(S + S.T) / 2)


def levels(paw, n=NB):
    return eigh(paw["H"][:n, :n], paw["S"][:n, :n], eigvals_only=True)


def matched_level(paw, energy_ref, depth, soften):
    """PAW eigenvalue by radial integration and matching, without a basis."""
    D, q, B = paw["D"][0, 0], paw["q"][0, 0], paw["B"][0, 0]

    def mismatch(E):
        def rhs(r, y):
            p = partial_set(energy_ref, depth, soften, r)[4] / B
            a = 2 * (potential(r) - well_change(r, depth) - E)
            return [y[1], a * y[0], y[3], a * y[2] + 2 * p,
                    p * y[0], p * y[2]]
        y = solve_ivp(rhs, (0, RC), [0, 1, 0, 0, 0, 0], method="DOP853",
                      rtol=1e-10, atol=1e-12).y[:, -1]
        K = D - E * q
        alpha, beta = 1 - K * y[5], K * y[4]
        u, du = alpha * y[0] + beta * y[2], alpha * y[1] + beta * y[3]
        k, t = np.sqrt(-2 * E), np.tanh(RC)
        f = 3 * t**2 - 1 + k**2 + 3 * k * t
        df = -k * f + (6 * t + 3 * k) * (1 - t**2)
        return du * f - u * df
    return brentq(mismatch, -0.7, -0.3, xtol=1e-11)


# Closed-form waves and chi against finite differences
r_test, h = np.linspace(0.2, 1.3, 12), 1e-3
for e in (EREF, 0.5, 1.5):
    for soft in (0.0, SOFTEN):
        def smooth_at(r):
            return partial_set(e, DEPTH, soft, r)[2]
        d2 = (-smooth_at(r_test + 2*h) + 16 * smooth_at(r_test + h)
              - 30 * smooth_at(r_test) + 16 * smooth_at(r_test - h)
              - smooth_at(r_test - 2*h)) / (12 * h**2)
        vs = potential(r_test) - well_change(r_test, DEPTH)
        chi_fd = (e - vs) * smooth_at(r_test) + 0.5 * d2
        chi_cf = partial_set(e, DEPTH, soft, r_test)[4]
        assert np.max(abs(chi_fd - chi_cf)) < 1e-6

ae = np.linalg.eigvalsh(H_AE)
assert abs(ae[0] - E0) < 1e-8

# Main data set: one softened partial wave
main = make_paw([EREF], DEPTH, SOFTEN)
ev = levels(main)
E_main = ev[0]
E_match = matched_level(main, EREF, DEPTH, SOFTEN)
assert abs(E_main - E_match) < 1e-6
assert E_main < E0 - 1e-3
assert np.sum(ev < 0) == 1 and np.sum(ae < 0) == 1
assert np.linalg.eigvalsh(main["S"])[0] > 0

# Full transformed operator, from its definition on the grid
delta = np.zeros(len(r_all))
ddelta = np.zeros(len(r_all))
delta[:NIN] = main["f"][0] - main["sm"][0]
ddelta[:NIN] = main["df"][0] - main["dsm"][0]
Tb = basis + np.outer(main["P"][:, 0], delta)
dTb = dbasis + np.outer(main["P"][:, 0], ddelta)
H_full = 0.5 * (dTb * w_all) @ dTb.T + (Tb * w_all * potential(r_all)) @ Tb.T
S_full = (Tb * w_all) @ Tb.T
E_full = eigh(H_full, S_full, eigvals_only=True)[0]
assert E_full > E0 - 1e-8 and abs(E_full - E0) < 1e-6

# Trial state whose transform is the exact state: error formula and bound
psi = np.sqrt(3) * np.tanh(r_all) / np.cosh(r_all)
f0, s0, p0 = main["f"][0], main["sm"][0], main["p"][0]
c = np.sum(w_in * p0 * psi[:NIN]) / np.sum(w_in * p0 * f0)
R = psi[:NIN] - c * f0
cross = 2 * (E0 - EREF) * c * np.sum(w_in * R * (f0 - s0))
quad = -np.sum(w_in * well_change(r_in, DEPTH) * R**2)
norm = 1 - 2 * c * np.sum(w_in * R * (f0 - s0))
bound = E0 + (cross + quad) / norm
coef = basis @ (w_all * (psi - c * delta))
trial = (coef @ main["H"] @ coef) / (coef @ main["S"] @ coef)
assert abs(trial - bound) < 1e-6
assert E_main <= bound + 1e-6 and bound < E0

# Unsoftened waves: operator ordering and approach from below
ref_list = [EREF, 0.5, 1.5]
below = []
for n in (1, 2, 3):
    d = make_paw(ref_list[:n], DEPTH, 0.0)
    assert np.linalg.eigvalsh(d["H"] - H_AE)[-1] < 1e-8
    below.append(levels(d)[0])
assert below[0] < below[1] + 1e-9 and below[1] < below[2] + 1e-9
assert below[0] < E0 - 1e-4 and below[2] < E0 + 1e-8
shallow = make_paw([EREF], -DEPTH, 0.0)
assert np.linalg.eigvalsh(shallow["H"] - H_AE)[0] > -1e-8
E_shallow = levels(shallow)[0]
assert E_shallow > E0 + 1e-5

# Second softened wave reduces the error
two = make_paw(ref_list[:2], DEPTH, SOFTEN)
E_two = levels(two)[0]
assert abs(E_two - E0) < abs(E_main - E0)

# Error against distance of the reference energy from E0
offsets = [0.0, 0.05, 0.1, 0.2]
errors = [levels(make_paw([E0 + x], DEPTH, SOFTEN))[0] - E0 for x in offsets]
assert abs(errors[0]) < 1e-7
ratio = errors[2] / errors[1]
assert abs(ratio - 4) < 0.6

# Basis convergence of the same PAW operator
sizes = [8, 12, 16, 24, 40, 80, 160]
conv = [levels(main, n)[0] for n in sizes]
conv_ae = [np.linalg.eigvalsh(H_AE[:n, :n])[0] for n in sizes]
assert np.all(np.diff(conv) < 1e-10)
assert abs(conv[-1] - conv[-2]) < 1e-5

unit = const.hbar**2 / (const.m_e * 1e-10**2) / const.e
print("Energies in hbar^2/(m a^2), lengths in a, unless stated")
print(f"sphere radius {RC}, box {BOX}, sine functions {NB}")
print(f"reference energy {EREF}, W at origin {DEPTH}, softening {SOFTEN}")
print(f"V at origin {potential(0.0):.4f}, v~ at origin "
      f"{potential(0.0) - DEPTH:.4f}")
print(f"exact ground energy             {E0:.8f}")
print(f"all-electron, same sine basis   {ae[0]:.8f}")
print(f"PAW, one wave, sine basis       {E_main:.8f}")
print(f"PAW, one wave, radial matching  {E_match:.8f}")
print(f"PAW minus exact                 {E_main - E0:.8f}")
print(f"full T^+HT, same one wave       {E_full:.8f}")
print(f"bound states: PAW {np.sum(ev < 0)}, all-electron {np.sum(ae < 0)}")
print("phi normalized to slope 4-kappa^2 at r=0, kappa^2=-2*reference:")
print(f"  B = {main['B'][0, 0]:.6f} (energy times length)")
print(f"  D = {main['D'][0, 0]:.6f} (energy times length)")
print(f"  q = {main['q'][0, 0]:.6f} (length)")
print("Trial state with T psi~ = exact normalized state:")
print(f"  coefficient c                 {c:.6f} (length^-1/2)")
print(f"  norm of R in sphere, <R|R>    {np.sum(w_in * R**2):.8f}")
print(f"  cross term                    {cross:.8f}")
print(f"  -<R|W|R>                      {quad:.8f}")
print(f"  sum F                         {cross + quad:.8f}")
print(f"  PAW norm N                    {norm:.8f}")
print(f"  upper bound E0+F/N            {bound:.8f}")
print(f"  same from PAW matrices        {trial:.8f}")
print("Basis size, largest k (1/a), PAW energy, all-electron energy:")
for n, x, y in zip(sizes, conv, conv_ae):
    print(f"  {n:4d} {k_n[n-1]:8.4f} {x:.8f} {y:.8f}")
print("Unsoftened waves (T=1), W>0: number, last reference, energy, error")
for n, x in enumerate(below, 1):
    print(f"  {n} {ref_list[n-1]:7.3f} {x:.8f} {x - E0:.3e}")
print(f"Unsoftened, one wave, W reversed: {E_shallow:.8f}, "
      f"error {E_shallow - E0:.3e}")
print(f"Softened, two waves: {E_two:.8f}, error {E_two - E0:.3e}")
print("Softened, one wave: reference minus E0, error")
for x, y in zip(offsets, errors):
    print(f"  {x:.2f} {y:.3e}")
print(f"error ratio for offsets 0.10 and 0.05: {ratio:.4f}")
print(f"for an electron with a=0.1 nm: energy unit {unit:.4f} eV")
print(f"  PAW minus exact {(E_main - E0) * unit:.5f} eV")
print("all tests passed")
```

Printed output:

```
Energies in hbar^2/(m a^2), lengths in a, unless stated
sphere radius 1.5, box 16.0, sine functions 160
reference energy -0.125, W at origin 2.0, softening 0.3
V at origin -3.0000, v~ at origin -5.0000
exact ground energy             -0.50000000
all-electron, same sine basis   -0.50000000
PAW, one wave, sine basis       -0.50784638
PAW, one wave, radial matching  -0.50784639
PAW minus exact                 -0.00784638
full T^+HT, same one wave       -0.50000000
bound states: PAW 1, all-electron 1
phi normalized to slope 4-kappa^2 at r=0, kappa^2=-2*reference:
  B = 1.651070 (energy times length)
  D = 1.584175 (energy times length)
  q = 0.535156 (length)
Trial state with T psi~ = exact normalized state:
  coefficient c                 0.477114 (length^-1/2)
  norm of R in sphere, <R|R>    0.02741838
  cross term                    -0.00169327
  -<R|W|R>                      -0.00495227
  sum F                         -0.00664554
  PAW norm N                    0.99548461
  upper bound E0+F/N            -0.50667569
  same from PAW matrices        -0.50667568
Basis size, largest k (1/a), PAW energy, all-electron energy:
     8   1.5708 -0.35077953 -0.28701353
    12   2.3562 -0.48201796 -0.43064766
    16   3.1416 -0.50192963 -0.48323979
    24   4.7124 -0.50527927 -0.49945304
    40   7.8540 -0.50783867 -0.49999981
    80  15.7080 -0.50784623 -0.50000000
   160  31.4159 -0.50784638 -0.50000000
Unsoftened waves (T=1), W>0: number, last reference, energy, error
  1  -0.125 -0.50410369 -4.104e-03
  2   0.500 -0.50001267 -1.267e-05
  3   1.500 -0.50000004 -3.627e-08
Unsoftened, one wave, W reversed: -0.49675081, error 3.249e-03
Softened, two waves: -0.50005448, error -5.448e-05
Softened, one wave: reference minus E0, error
  0.00 8.519e-09
  0.05 -1.350e-04
  0.10 -5.429e-04
  0.20 -2.195e-03
error ratio for offsets 0.10 and 0.05: 4.0221
for an electron with a=0.1 nm: energy unit 7.6200 eV
  PAW minus exact -0.05979 eV
all tests passed
```
